# Hypervirial Moments and Depletion-Curvature Shifts of Triangular-Well Subbands

**Q.** An inversion-layer electron can be modelled in a triangular well, yet the depletion charge makes the band edge curve. What exactly is being neglected?

**A.** Let the semiconductor fill \(z>0\), with permittivity \(\varepsilon\) and uniform acceptor density \(N_A\), fully ionized down to a sharp depth \(W\). Neglect the inversion charge for now. Let \(F(z)\) be the magnitude of the field that pulls an electron towards the interface. It vanishes at \(W\), so Gauss's law for the slab from \(z\) to \(W\) gives

\[
F(z)=\frac{eN_A}{\varepsilon}(W-z),\qquad F\equiv F(0)=\frac{eN_AW}{\varepsilon}.
\]

The electron's potential energy has slope \(eF(z)\). Measured from the band edge at the surface,

\[
V(z)=eFz-\frac{e^2N_A}{2\varepsilon}z^2\qquad(0<z<W).
\]

Beyond \(W\) the potential is flat, at \(e\phi=eFW/2\), where \(\phi\) is the band bending. The triangular well keeps the first term. The second is negative because the pulling field weakens with depth.

I take the quadratic term as a perturbation at fixed surface field \(F\). Its first-order effect is

\[
\Delta E_n=-\frac{e^2N_A}{2\varepsilon}\langle z^2\rangle_n ,
\]

so we need the second moment of the triangular-well states.

**Q.** Those states are Airy functions. Why not integrate them?

**A.** One can, but an identity gives the moment for every level without using the form of the wave function. Take a constant mass \(m\) normal to the interface and a hard wall, \(\psi(0)=0\). Bound states can be chosen real and normalized, and they obey

\[
\psi''=\frac{2m}{\hbar^2}(V-E)\psi .
\]

Multiply by \(f(z)\psi'\), with \(f\) a smooth function of at most polynomial growth, and integrate over \(z>0\). Triangular-well states decay faster than any exponential, so nothing survives at infinity. The left side is

\[
\int f\psi'\psi''\,dz=\tfrac12\int f(\psi'^2)'dz
=-\tfrac12f(0)\psi'(0)^2-\tfrac12\int f'\psi'^2dz .
\]

On the right, \(\psi\psi'=(\psi^2)'/2\), and \(\psi(0)=0\) removes the boundary term:

\[
\frac{m}{\hbar^2}\int f(V-E)(\psi^2)'dz
=-\frac{m}{\hbar^2}\left[\langle f'(V-E)\rangle+\langle fV'\rangle\right].
\]

The integral of \(f'\psi'^2\) must also become an expectation value. Integrating by parts, then using the Schrödinger equation,

\[
\begin{aligned}
\int f'\psi'^2dz&=-\int\psi(f''\psi'+f'\psi'')dz\\
&=-\tfrac12\int f''(\psi^2)'dz-\frac{2m}{\hbar^2}\langle f'(V-E)\rangle\\
&=\tfrac12\langle f'''\rangle-\frac{2m}{\hbar^2}\langle f'(V-E)\rangle .
\end{aligned}
\]

Insert this in the left side and equate the two sides:

\[
-\tfrac12f(0)\psi'(0)^2-\tfrac14\langle f'''\rangle+\frac{m}{\hbar^2}\langle f'(V-E)\rangle
=-\frac{m}{\hbar^2}\left[\langle f'(V-E)\rangle+\langle fV'\rangle\right].
\]

Collecting the potential terms and multiplying by \(\hbar^2/m\) gives the hypervirial identity with a wall:

\[
2\langle f'(V-E)\rangle+\langle fV'\rangle
=\frac{\hbar^2}{2m}f(0)\psi'(0)^2+\frac{\hbar^2}{4m}\langle f'''\rangle .
\]

**Q.** I know hypervirial theorems as \(\langle[H,G]\rangle=0\) in a stationary state. Where does your wall term come from?

**A.** The commutator form requires \(G\psi\) to satisfy the same boundary condition as \(\psi\). Here \(G\) is proportional to \(fp+pf\), and \(G\psi\) at the wall is proportional to \(f(0)\psi'(0)\). Unless \(f(0)=0\), the condition is violated and a surface term remains. Setting \(f=1\) in the triangular well shows its meaning:

\[
eF=\frac{\hbar^2}{2m}\psi'(0)^2 .
\]

The wall's push balances the mean electric force. Without the surface term we would have found \(eF=0\).

**Q.** Then which \(f\) gives the second moment?

**A.** Two choices, both zero at the wall. With \(V=eFz\) and \(f=z\),

\[
2eF\langle z\rangle-2E+eF\langle z\rangle=0
\quad\Rightarrow\quad
\langle z\rangle=\frac{2E}{3eF}.
\]

With \(f=z^2\), we have \(f'=2z\) and \(f'''=0\), so

\[
4eF\langle z^2\rangle-4E\langle z\rangle+eF\langle z^2\rangle=0
\quad\Rightarrow\quad
\langle z^2\rangle=\frac{4E\langle z\rangle}{5eF}.
\]

Substituting the first moment,

\[
\boxed{\langle z^2\rangle=\frac{8E^2}{15e^2F^2}=\frac65\langle z\rangle^2}
\]

For the five lowest states, numerical quadrature of the Airy functions agrees with both moments to within a relative \(10^{-7}\).

**Q.** No \(\hbar\) appears in it. Is that a classical result in disguise?

**A.** At given \(E\), the classical average is the same. A bouncing particle spends time in \(dz\) in proportion to \(1/\sqrt{E-eFz}\). Put \(u=eFz/E\) and \(v=\sqrt{1-u}\), so that \(du=-2v\,dv\). Then

\[
\frac{\int_0^1u^2(1-u)^{-1/2}du}{\int_0^1(1-u)^{-1/2}du}
=\frac{2\int_0^1(1-v^2)^2dv}{2}
=1-\frac23+\frac15=\frac8{15}.
\]

The agreement ends at the third moment, where \(f=z^3\) brings in \(\langle f'''\rangle=6\). Quantum mechanics also enters through the allowed energies. Define

\[
l=\left(\frac{\hbar^2}{2meF}\right)^{1/3},\qquad \zeta=\frac zl,\qquad E=eFl\,a .
\]

Since \(\hbar^2/(2ml^2)=eFl\), the Schrödinger equation becomes \(\psi''=(\zeta-a)\psi\). The decaying solution is \(\mathrm{Ai}(\zeta-a)\), and the wall requires \(\mathrm{Ai}(-a_n)=0\). Hence \(E_n=eFl\,a_n\), with \(n=0,1,2,\dots\)

**Q.** So what is the shift?

**A.** Insert the moment into the first-order expression:

\[
\boxed{\Delta E_n=-\frac{e^2N_A}{2\varepsilon}\,\frac{8E_n^2}{15e^2F^2}
=-\frac{4N_AE_n^2}{15\varepsilon F^2}}
\]

When depletion charge alone supplies the field, \(N_A/\varepsilon=F/(eW)\), so \(N_A/(\varepsilon F^2)=1/(eFW)=1/(2e\phi)\), and

\[
\boxed{\Delta E_n=-\frac{2}{15}\frac{E_n^2}{e\phi}}
\]

The relative shift is \(2/15\) of the ratio of level energy to total band bending. At fixed \(\phi\), \(F\propto N_A^{1/2}\) and \(E_n\propto F^{2/3}\propto N_A^{1/3}\), so the shift grows as \(N_A^{2/3}\). A lighter normal mass also increases it, as \(m^{-2/3}\), because the state reaches deeper.

**Q.** You stressed "at fixed surface field". Would another reference matter?

**A.** Even the sign can change. Suppose the comparison well has the field found at the mean position, \(F(1-\langle z\rangle/W)\). Since \(dE/dF=e\langle z\rangle\), this lowers the triangular-well energy, to first order, by \(eF\langle z\rangle^2/W\). The curvature lowers the true level by

\[
\frac{eF}{2W}\langle z^2\rangle=\frac35\,\frac{eF\langle z\rangle^2}{W}.
\]

The true level therefore lies above the new reference by \(\tfrac25eF\langle z\rangle^2/W\), which is two thirds of \(|\Delta E_n|\). A quoted curvature shift means little until the reference field is named.

**Q.** I have a more basic objection. Your perturbation \(-z^2\) eventually overwhelms \(eFz\), and the parabola has no true bound states.

**A.** The real potential does not follow the parabola beyond \(W\). It exceeds it there by

\[
e\phi-eFz+\frac{eF}{2W}z^2=\frac{eF}{2W}(z-W)^2 .
\]

In first order this correction is averaged over the tail of an Airy state, whose density at \(W\) carries the factor \(\exp[-\tfrac43(W/l-a_n)^{3/2}]\). In the example below \(W/l\) is about 47 and \(a_2\) about 5.5, so the exponent is near \(-350\).

The condition fails for high levels. The turning point in the bent well is \(W(1-\sqrt{1-E/e\phi})\), which reaches the depletion edge as \(E\to e\phi\). There the flat region matters and the formula should not be used.

**Q.** Even for low levels, how do I know that first order is enough?

**A.** The same identity supplies the next term. In units of \(l\) and \(eFl\), write \(V=\zeta-\lambda\zeta^2\) with \(\lambda=l/(2W)\), and treat the result as a formal expansion in \(\lambda\). In these units \(\hbar^2/2m=1\). The choices \(f=\zeta\) and \(f=\zeta^2\) give

\[
3\langle\zeta\rangle=2E+4\lambda\langle\zeta^2\rangle,\qquad
5\langle\zeta^2\rangle=4E\langle\zeta\rangle+6\lambda\langle\zeta^3\rangle .
\]

At \(\lambda=0\), write \(\mu_k=\langle\zeta^k\rangle\), so \(\mu_1=2a/3\) and \(\mu_2=8a^2/15\). The choice \(f=\zeta^3\) gives \(7\mu_3=6a\mu_2+3\), hence

\[
\mu_3=\frac{16a^3+15}{35}.
\]

Now differentiate the two relations at \(\lambda=0\), using the Hellmann–Feynman result \(dE/d\lambda=-\langle\zeta^2\rangle\). The first gives

\[
3\frac{d\langle\zeta\rangle}{d\lambda}=-2\mu_2+4\mu_2=2\mu_2 .
\]

The second gives

\[
5\frac{d\langle\zeta^2\rangle}{d\lambda}
=4(-\mu_2)\frac{2a}{3}+4a\,\frac{2\mu_2}{3}+6\mu_3=6\mu_3 .
\]

Thus \(d^2E/d\lambda^2=-6\mu_3/5\). With the factor \(\tfrac12\) of the Taylor series,

\[
\frac{E}{eFl}=a-\frac{8a^2}{15}\lambda-\frac{3(16a^3+15)}{175}\lambda^2+\cdots
\]

For large \(a\), the second-order term divided by the first tends to \((18/35)\lambda a\). Since \(\lambda a=E/(4e\phi)\), this is \((9/70)E/(e\phi)\). First order is therefore good when the level lies low compared with the band bending.

**Q.** Put numbers in. I want to see whether this matters in a transistor.

**A.** Take rough typical values for an electron inversion layer on (100) silicon near threshold at 300 K: \(N_A=5\times10^{17}\ \mathrm{cm^{-3}}\), \(\phi=0.90\) V, relative permittivity 12, and normal mass \(0.9\,m_0\) for the two valleys that are heavy along \(z\). Then

\[
W=\sqrt{\frac{2\varepsilon\phi}{eN_A}}=48.9\ \mathrm{nm},\qquad
F=\frac{2\phi}{W}=0.368\ \mathrm{MV/cm}.
\]

The Airy scales are \(l=1.047\) nm and \(eFl=38.59\) meV. For the lowest level,

\[
E_0=2.338\times38.59\ \mathrm{meV}=90.2\ \mathrm{meV},
\]

\[
\langle z\rangle=\tfrac23(2.338)(1.047\ \mathrm{nm})=1.63\ \mathrm{nm},\qquad
\langle z^2\rangle=3.20\ \mathrm{nm^2},
\]

\[
\Delta E_0=-\frac2{15}\frac{(90.2\ \mathrm{meV})^2}{900\ \mathrm{meV}}=-1.21\ \mathrm{meV}.
\]

The last column below comes from diagonalizing the full depletion potential, flat part included. Energies are in meV.

| \(n\) | \(E_n\) | First order | Second order | Full shift |
|---:|---:|---:|---:|---:|
| 0 | 90.2 | −1.21 | −0.017 | −1.22 |
| 1 | 157.7 | −3.69 | −0.084 | −3.78 |
| 2 | 213.0 | −6.72 | −0.206 | −6.94 |

First order misses about 1% of the full shift for \(n=0\) and 3% for \(n=2\). Replacing the flat region by a hard wall at \(W\) moved these three levels by less than \(10^{-6}eFl\), which confirms that they do not feel the depletion edge.

The shift grows as \(E_n^2\), so the levels also move closer together. The spacing \(E_1-E_0\) is 67.5 meV in the straight well and falls by 2.5 meV in first order, nearly 4%.

**Q.** (100) silicon has other valleys too.

**A.** Four valleys have a light normal mass, here \(0.2\,m_0\). Their lowest level is at \((0.9/0.2)^{1/3}\times90.2=149\) meV, and its first-order shift is \(-3.29\) meV. Curvature thus brings the two ladders about 2.1 meV closer at fixed surface field.

**Q.** A shift of 1.2 meV on 90 meV is small. Are your other approximations that good?

**A.** No. For the absolute position of the lowest level, two of the neglected effects below exceed the curvature shift, and two are smaller than it:

- **Image potential, +12 meV.** The oxide (relative permittivity 4) is less polarizable than the silicon and repels the electron. This first-order estimate assumes a very thick oxide and ignores the gate's screening. A metal gate lowers it to about 9, 7 and 2 meV for oxides 10, 5 and 2 nm thick.
- **Oxide penetration, −3.3 meV.** For a 3 eV barrier and oxide mass \(0.5\,m_0\), the wave function extrapolates to zero 0.090 nm behind the interface. Moving the wall by this distance \(b\) lowers the level by about \(eFb\).
- **Depletion-edge smearing, −0.9 meV.** At fixed bending, the thermal tail of holes reduces the surface field.
- **Nonparabolicity, −0.8 meV.** Let the kinetic energy be \(T-\alpha T^2\), with a rough \(\alpha=0.5\ \mathrm{eV^{-1}}\). Since \(T\psi=(E-V)\psi\), our moments give \(\langle T^2\rangle=E^2(1-\tfrac43+\tfrac8{15})=E^2/5\), and the shift is \(-\alpha E^2/5\). This \(\alpha\) is a direction-averaged value. Along the heavy axis, which is the one quantized here, the silicon band is nearly parabolic (an empirical-pseudopotential band structure gives \(\alpha\) below \(0.01\ \mathrm{eV^{-1}}\)), so the figure strongly overstates the shift of this level.

The curvature shift is one contribution, not the error bar of the triangular well. These effects also reshape the state and so change the curvature shift itself: from −1.22 meV to −1.38 meV with the thick-oxide image potential, and to −1.11 meV with oxide penetration. Both changes are several times larger than the second-order term, so the 1% accuracy found above holds only within the hard-wall model.

**Q.** And the uniform charge itself? Acceptors are point charges.

**A.** That is a serious limitation. Their typical spacing \(N_A^{-1/3}\) is 12.6 nm (the mean nearest-neighbour distance of randomly placed acceptors is about 7 nm), much larger than \(\langle z\rangle\), and one acceptor at that distance contributes a Coulomb energy of 9.5 meV in bulk silicon, and up to one and a half times as much beside a thick oxide, which screens less. Our formula describes the laterally averaged charge; the local level can fluctuate by more than the shift.

**Q.** How closely does this resemble a real device?

**A.** The doping is ordinary for a planar bulk transistor. The estimated inversion density is \(3\times10^{9}\ \mathrm{cm^{-2}}\), against \(2.4\times10^{12}\ \mathrm{cm^{-2}}\) of depletion charge, so ignoring it is justified at this bias: at fixed surface field it lowers the lowest level by about 0.016 meV, roughly 1% of the curvature shift and about the size of the second-order term. In strong inversion it is not: \(10^{12}\ \mathrm{cm^{-2}}\) spread over 3 nm is about \(3\times10^{18}\ \mathrm{cm^{-3}}\), nearly seven times \(N_A\). The electrons' own charge then dominates the curvature, and a self-consistent calculation is needed.

Thin-body transistors often have lightly doped channels. At the same surface field the coefficient of \(z^2\) is proportional to \(N_A\), so a doping of \(10^{15}\ \mathrm{cm^{-3}}\) would reduce the acceptors' contribution from 1.2 meV to about 0.002 meV. With a hard second wall, the second interface shifts the lowest level by more than 0.002 meV only in films thinner than about 6 nm. The few acceptors in a thin film cannot supply this surface field, however. It must come from a second gate or from the inversion charge, and in the latter case the electrons' own curvature has to be included.

Oxide breakdown is not the limiting issue at this bias. The oxide field is 1.1 MV/cm, well below the rough 10 MV/cm at which good silicon dioxide fails. The band bending is 0.2 eV short of the rough 1.1 eV gap, so with no drain or substrate bias the bulk valence band does not line up with the surface conduction band. Even a modest drain bias can remove that protection near the drain. The program lists the input parameters of the worked example.

## Numbers as computed

```
INPUTS (rough values, (100) silicon inversion layer)
Acceptor density: 5.0e+17 cm^-3
Band bending: 0.90 V; temperature: 300 K
Relative permittivity: semiconductor 12, oxide 4
Normal mass: 0.9 m0; other ladder: 0.2 m0
Gap: 1.1 eV; oxide barrier: 3.0 eV
Oxide mass: 0.5 m0; nonparabolicity: 0.5 1/eV
Intrinsic density: 1e+10 cm^-3
WELL
Depletion width W: 48.86 nm
Surface field F: 0.3684 MV/cm
Length unit l: 1.0474 nm
Energy unit eFl: 38.586 meV
Curvature strength lam = l/(2W): 0.01072
LEVEL n=0: a = 2.33811, E = 90.22 meV
  <z> = 1.633 nm, <z^2> = 3.199 nm^2
  first-order shift: -1.206 meV
  second-order term: -0.0167 meV
  diagonalized shift: -1.223 meV
LEVEL n=1: a = 4.08795, E = 157.74 meV
  <z> = 2.855 nm, <z^2> = 9.778 nm^2
  first-order shift: -3.686 meV
  second-order term: -0.0842 meV
  diagonalized shift: -3.775 meV
LEVEL n=2: a = 5.52056, E = 213.02 meV
  <z> = 3.855 nm, <z^2> = 17.832 nm^2
  first-order shift: -6.723 meV
  second-order term: -0.2057 meV
  diagonalized shift: -6.944 meV
Spacing E1-E0, straight well: 67.52 meV
Change of spacing, first order: -2.480 meV
NEGLECTED EFFECTS (n=0 unless stated)
Oxide penetration shift: -3.29 meV
Effective wall displacement: 0.0899 nm
Image-potential shift: +11.96 meV
Thermal depletion-edge shift: -0.87 meV
Nonparabolicity shift: -0.81 meV
Other ladder, lowest level: 148.95 meV
Other ladder, first-order shift: -3.287 meV
Other ladder, diagonalized shift: -3.366 meV
Thermal energy kT: 25.85 meV
Depletion sheet density: 2.443e+12 cm^-2
Inversion sheet density: 3.05e+09 cm^-2
Mean acceptor spacing: 12.60 nm
Coulomb energy of one acceptor there: 9.52 meV
Oxide field: 1.11 MV/cm
Gap minus band bending energy: 0.20 eV
```
